# A Side Orbital on a Tight-Binding Chain: Transmission Zero and Fano Lineshape: a numerical check

```python
"""
Result under test: a chain with one side orbital on site 0 has
    tau(E) = B x / (B x + i (U x + v^2)),   x = E - e_d,
so T = |tau|^2 vanishes at E = e_d, and T has the Fano form
    T = T_bg (eps + q)^2 / (eps^2 + 1),   q = -U / B.
Symbols: -t chain hopping, E = -2 t cos k, B = 2 t sin k,
e_d side-orbital energy, -v its coupling to site 0,
U potential on site 0, T_bg transmission of U alone,
eps = (x - shift) / (half width). Energies are in eV.
The reference is a direct solution of the site equations with
incoming and outgoing waves; the side orbital is kept explicitly.
"""
import numpy as np
from scipy.optimize import minimize_scalar, brentq, curve_fit

t, e_d, v, U = 1.0, 0.5, 0.3, 2.0


def scatter(E, pot, v, e_d=e_d, bypass=0.0, M=4):
    """Return tau, r, side-orbital amplitude for unit incident wave.
    pot: dict site -> potential; bypass: hopping -bypass from -1 to 1."""
    k = np.arccos(-E / (2 * t))
    n_sites = 2 * M + 1
    i_d, i_r = n_sites, n_sites + 1
    A = np.zeros((n_sites + 2, n_sites + 2), complex)
    b = np.zeros(n_sites + 2, complex)
    for n in range(-M, M + 1):
        j = n + M
        A[j, j] += E - pot.get(n, 0.0)
        if n > -M:
            A[j, j - 1] += t
        else:  # left neighbour: incoming plus reflected wave
            A[j, i_r] += t * np.exp(1j * k * (M + 1))
            b[j] -= t * np.exp(-1j * k * (M + 1))
        if n < M:
            A[j, j + 1] += t
        else:  # right neighbour: outgoing wave only
            A[j, j] += t * np.exp(1j * k)
    A[M, i_d] += v
    A[M - 1, M + 1] += bypass
    A[M + 1, M - 1] += bypass
    A[i_d, i_d] = E - e_d
    A[i_d, M] = v
    # leftmost site also equals incoming plus reflected wave
    A[i_r, 0] = 1.0
    A[i_r, i_r] = -np.exp(1j * k * M)
    b[i_r] = np.exp(-1j * k * M)
    s = np.linalg.solve(A, b)
    return s[2 * M] * np.exp(-1j * k * M), s[i_r], s[i_d]


def trans(E, U, v):
    return abs(scatter(E, {0: U}, v)[0]) ** 2


def band_B(E):
    return np.sqrt(4 * t**2 - E**2)


def fano_parameters(B, U, v):
    """Background, q, shift from e_d, half width."""
    D = B**2 + U**2
    return B**2 / D, -U / B, -U * v**2 / D, v**2 * B / D


def fano(x, T_bg, q, shift, half):
    eps = (x - shift) / half
    return T_bg * (eps + q) ** 2 / (eps**2 + 1)


# Amplitude, current conservation and Fano identity over the band
err_tau = err_cur = err_fano = 0.0
for U_test in (-2.0, 0.0, 0.7, 2.0):
    for v_test in (0.3, 0.9):
        for E in np.linspace(-1.9, 1.9, 40):
            tau, r, _ = scatter(E, {0: U_test}, v_test)
            B, x = band_B(E), E - e_d
            form = B * x / (B * x + 1j * (U_test * x + v_test**2))
            f = fano(x, *fano_parameters(B, U_test, v_test))
            err_tau = max(err_tau, abs(tau - form))
            err_cur = max(err_cur, abs(abs(tau)**2 + abs(r)**2 - 1))
            err_fano = max(err_fano, abs(abs(tau)**2 - f))
assert max(err_tau, err_cur, err_fano) < 1e-10

# Exact zero, for several orbital energies and scatterer positions
zero_max = 0.0
for level in (-1.2, 0.0, 0.5, 1.6):
    for pot in ({}, {0: U}, {2: U}, {-3: U, 1: -0.8}):
        tau0 = scatter(level, pot, v, e_d=level)[0]
        zero_max = max(zero_max, abs(tau0))
assert zero_max < 1e-12

B0 = band_B(e_d)
_, r0, phi0 = scatter(e_d, {0: U}, v)
assert abs(r0 + 1) < 1e-12
assert abs(abs(phi0) - B0 / v) < 1e-10

# Curvature of T at the zero does not depend on U
h = 1e-5
curv = {}
for U_test in (0.0, U):
    pair = trans(e_d + h, U_test, v) + trans(e_d - h, U_test, v)
    curv[U_test] = pair / (2 * h**2)
    assert abs(curv[U_test] * v**4 / B0**2 - 1) < 1e-5

# A path around site 0 removes the zero at e_d
T_bypass = abs(scatter(e_d, {0: U}, v, bypass=0.2)[0]) ** 2
assert T_bypass > 0.01

# Half-transmission points of the dip without scatterer
lo = brentq(lambda E: trans(E, 0.0, v) - 0.5, e_d - 0.2, e_d)
hi = brentq(lambda E: trans(E, 0.0, v) - 0.5, e_d, e_d + 0.2)
for distance in (e_d - lo, hi - e_d):  # B varies slightly with E
    assert abs(distance * B0 / v**2 - 1) < 0.01

# Maximum located numerically for both signs of U
peak = {}
for U_test, a, b in ((U, e_d - 0.2, e_d), (-U, e_d, e_d + 0.2)):
    res = minimize_scalar(lambda E: -trans(E, U_test, v),
                          bounds=(a, b), method="bounded",
                          options={"xatol": 1e-10})
    peak[U_test] = (res.x, -res.fun)
    assert abs(res.x - (e_d - v**2 / U_test)) < 1e-6
    assert abs(res.fun + 1) < 1e-9

# Phase of the scatterer alone (uncoupled orbital moved far away)
tau_bg = scatter(e_d, {0: U}, 0.0, e_d=50.0)[0]
delta = np.angle(tau_bg)
T_bg, q, shift, half = fano_parameters(B0, U, v)
assert abs(np.tan(delta) - q) < 1e-10
assert abs(abs(tau_bg) ** 2 - T_bg) < 1e-10
assert abs(np.cos(delta) ** 2 - T_bg) < 1e-10

# Constant-parameter lineshape: error over |eps| <= 10
eps_grid = np.linspace(-10, 10, 401)
dev = {}
for v_test in (0.3, 0.1, 0.05):
    p = fano_parameters(B0, U, v_test)
    xs = p[2] + p[3] * eps_grid
    exact = np.array([trans(e_d + x, U, v_test) for x in xs])
    dev[v_test] = np.max(np.abs(exact - fano(xs, *p)))
# leading error is quadratic in v; higher orders leave a few percent
assert 3.6 < dev[0.1] / dev[0.05] < 4.4

# Free fit to the narrow resonance (last v in the loop above)
v_fit = 0.05
y = xs / v_fit**2
fit, _ = curve_fit(fano, y, exact, p0=(0.5, -1.0, -0.2, 0.2))
want = np.array([p[0], p[1], p[2] / v_fit**2, p[3] / v_fit**2])
# residual energy dependence of B limits the agreement
assert np.all(np.abs(fit / want - 1) < 0.01)

print(f"hopping t = {t:.2f} eV, orbital energy e_d = {e_d:.2f} eV")
print(f"coupling v = {v:.2f} eV, scatterer U = {U:.2f} eV")
print(f"k at e_d = {np.arccos(-e_d / (2 * t)):.4f} rad")
print(f"B at e_d = {B0:.4f} eV")
print(f"largest |tau - formula| over band = {err_tau:.1e}")
print(f"largest |T + R - 1| over band = {err_cur:.1e}")
print(f"largest |T - Fano identity| over band = {err_fano:.1e}")
print(f"largest |tau| at orbital energy, 16 cases = {zero_max:.1e}")
print(f"side-orbital amplitude |phi| at zero = {abs(phi0):.4f}")
print(f"T/x^2 near zero, U = 0: {curv[0.0]:.2f} eV^-2")
print(f"T/x^2 near zero, U = {U:.0f} eV: {curv[U]:.2f} eV^-2")
print(f"T at e_d with bypass hopping 0.2 eV = {T_bypass:.4f}")
print(f"U = 0: half width v^2/B = {v**2 / B0:.5f} eV")
print(f"U = 0: T = 1/2 at E = {lo:.5f} eV and {hi:.5f} eV")
print(f"phase delta of scatterer alone = {delta:.4f} rad")
print(f"phase delta of scatterer alone = {np.degrees(delta):.2f} deg")
print(f"background T_bg = {T_bg:.4f}")
print(f"Fano q = {q:.4f}")
print(f"shift Delta = {shift:.5f} eV")
print(f"half width Gamma/2 = {half:.5f} eV")
print(f"full width Gamma = {2 * half:.5f} eV")
print(f"resonance centre e_d + Delta = {e_d + shift:.5f} eV")
for U_test in (U, -U):
    E_pk, T_pk = peak[U_test]
    print(f"U = {U_test:+.0f} eV: maximum T = {T_pk:.6f}"
          f" at E = {E_pk:.5f} eV")
print("E (eV)   T for U = 0   T for U = 2 eV")
for E in (0.300, 0.400, 0.455, 0.480, 0.500, 0.520, 0.545, 0.600, 0.700):
    print(f"{E:.3f}    {trans(E, 0.0, v):.4f}"
          f"        {trans(E, U, v):.4f}")
for v_test in dev:
    print(f"constant-parameter error in T, v = {v_test:.2f} eV:"
          f" {dev[v_test]:.2e}")
print(f"error ratio, v = 0.10 to 0.05 eV: {dev[0.1] / dev[0.05]:.3f}")
print(f"fit at v = {v_fit:.2f} eV: T_bg = {fit[0]:.4f}, q = {fit[1]:.4f}")
print(f"fit: Delta = {fit[2] * v_fit**2 * 1e3:.4f} meV,"
      f" Gamma/2 = {fit[3] * v_fit**2 * 1e3:.4f} meV")
print(f"formula: Delta = {p[2] * 1e3:.4f} meV,"
      f" Gamma/2 = {p[3] * 1e3:.4f} meV")
print("OK")
```

Printed output:

```
hopping t = 1.00 eV, orbital energy e_d = 0.50 eV
coupling v = 0.30 eV, scatterer U = 2.00 eV
k at e_d = 1.8235 rad
B at e_d = 1.9365 eV
largest |tau - formula| over band = 3.0e-15
largest |T + R - 1| over band = 2.2e-15
largest |T - Fano identity| over band = 1.9e-15
largest |tau| at orbital energy, 16 cases = 7.0e-16
side-orbital amplitude |phi| at zero = 6.4550
T/x^2 near zero, U = 0: 462.96 eV^-2
T/x^2 near zero, U = 2 eV: 462.96 eV^-2
T at e_d with bypass hopping 0.2 eV = 0.1400
U = 0: half width v^2/B = 0.04648 eV
U = 0: T = 1/2 at E = 0.45379 eV and 0.54678 eV
phase delta of scatterer alone = -0.8015 rad
phase delta of scatterer alone = -45.92 deg
background T_bg = 0.4839
Fano q = -1.0328
shift Delta = -0.02323 eV
half width Gamma/2 = 0.02249 eV
full width Gamma = 0.04498 eV
resonance centre e_d + Delta = 0.47677 eV
U = +2 eV: maximum T = 1.000000 at E = 0.45500 eV
U = -2 eV: maximum T = 1.000000 at E = 0.54500 eV
E (eV)   T for U = 0   T for U = 2 eV
0.300    0.9508        0.6194
0.400    0.8258        0.7604
0.455    0.4867        1.0000
0.480    0.1569        0.3762
0.500    0.0000        0.0000
0.520    0.1555        0.0811
0.545    0.4807        0.1879
0.600    0.8180        0.3021
0.700    0.9455        0.3690
constant-parameter error in T, v = 0.30 eV: 1.57e-02
constant-parameter error in T, v = 0.10 eV: 1.73e-03
constant-parameter error in T, v = 0.05 eV: 4.43e-04
error ratio, v = 0.10 to 0.05 eV: 3.905
fit at v = 0.05 eV: T_bg = 0.4839, q = -1.0327
fit: Delta = -0.6451 meV, Gamma/2 = 0.6252 meV
formula: Delta = -0.6452 meV, Gamma/2 = 0.6247 meV
OK
```
